# Ligand-field bond shortening: leading estimate and first correction

To estimate how far a ligand field pulls in the bonds of an octahedral ML$_6$ unit, one must decide whether force over force constant is enough, or whether the growth of the splitting $\Delta$ in the shortened bond must be fed back. One must also decide whose vibrational frequency supplies the force constant. An expansion in one small parameter $\lambda$ settles both. Hartree atomic units ($E_h$, $a_0$) are used.

## Model

All six bonds have length $R$, so orbitally degenerate ions, among them the strong Jahn–Teller cases high-spin d$^4$, d$^9$ and low-spin d$^7$, enter by their mean bond length only. Spin–orbit coupling is dropped. The energy of a 3d$^N$ ion is
$$E(R)=E_0(R)+e(\Delta),\qquad \Delta=\Delta_0\rho^{-n},\qquad \rho=R/R_s .$$
$E_0$ belongs to the spherical ion, with every d electron at the barycentre of the levels; it has its minimum at $R_s$ and $K=E_0''(R_s)$. Relative to the barycentre $t_{2g}$ lies at $-0.4\Delta$ and $e_g$ at $+0.6\Delta$, since the gap is $\Delta$ and $3(-0.4)+2(0.6)=0$. The barycentre energy itself is $N$ times a function of $R$, blind to spin, and is part of $E_0$.

For point-charge ligands at $R\hat u_L$, expand $1/|\mathbf r-R\hat u_L|=\sum_k (r_<^k/r_>^{k+1})P_k(\hat r\cdot\hat u_L)$. Between d orbitals only $k=0,2,4$ survive. The $k=0$ term is a common shift. The $k=2$ term vanishes because $\sum_L[3(\hat r\cdot\hat u_L)^2-1]=3\cdot2-6=0$. Hence $\Delta\propto\langle r_<^4/r_>^5\rangle$, which is $\langle r^4\rangle/R^5$ when the ligands lie outside the d density: $n=5$. For d orbitals $\propto r^2e^{-\alpha r^2}$ at $R=4$, diagonalising the $5\times5$ potential matrix and differencing $\ln\Delta$ gives $n=5.00$ for $\alpha=0.8$ and $2.33$ for the diffuse $\alpha=0.15$. So $n$ is a parameter here, and it is taken constant; for the diffuse orbital the local exponent in fact drifts from $1.56$ at $R=3.66$ to $2.75$ at $R=4.2$.

In the breathing mode the metal is at rest by symmetry and six ligands of mass $m_L$ move by $x$. The kinetic energy $\tfrac12(6m_L)\dot x^2$ and potential $\tfrac12Kx^2$ give $K=6m_L\omega^2$.

## The coefficient $c$

The term $e$ is the lowest eigenvalue, for given spin, of $H_{ee}+\Delta D$ with $D=-0.4\,\hat n_{t}+0.6\,\hat n_{e}$. The repulsion $H_{ee}$ depends on the Racah parameters $B=F^2/49-5F^4/441$ and $C=35F^4/441$, taken independent of $R$. Away from level crossings the Hellmann–Feynman theorem gives
$$c\equiv-\frac{\partial e}{\partial\Delta}=\langle0.4\,\hat n_t-0.6\,\hat n_e\rangle .$$
The pairing energy thus exerts no force of its own; it acts only through the state. Since $e$ is a minimum over states of functions linear in $\Delta$, it is concave, and $c'=dc/d\Delta\ge0$.

Electron counting gives $c$ only if the state is a single configuration. At high spin, d$^1$, d$^6$ (d$^4$, d$^9$) have one electron (hole) relative to spherical empty or full spin shells, so $H_{ee}$ is constant and counting is exact: $c=0.4$ ($0.6$). Two particles of like spin give $t_2^2\to T_1$, $t_2e\to T_1+T_2$, $e^2\to A_2$. For d$^3$, d$^8$ the ground state has two $e_g$ holes, $A_2$ occurs once, and $c=1.2$ exactly. For d$^2$, d$^7$ the ground state is $T_1$, which occurs twice. In the free-ion basis (F, P), $H_{ee}=\mathrm{diag}(0,15B)$, the Slater–Condon spacing of these terms. $D$ has eigenvalues $-0.8$ and $+0.2$, so trace $-0.6$ and determinant $-0.16$. A $k=4$ operator vanishes within $L=1$, so $D_{PP}=0$, $D_{FF}=-0.6$, $D_{FP}^2=0.16$. The lower root and its slope are
$$e=\tfrac12\,[15B-0.6\Delta-Q],\qquad c=0.3+\frac{9B+\Delta}{2Q},$$
$$Q^2=(15B+0.6\Delta)^2+0.64\Delta^2=225B^2+18B\Delta+\Delta^2 ,$$
using $dQ/d\Delta=(9B+\Delta)/Q$. So $c$ runs from $0.6$ at weak field to $0.8$ at strong field, and $c'=[Q^2-(9B+\Delta)^2]/2Q^3=72B^2/Q^3$. For low-spin d$^4$–d$^7$ the counts $1.6,2.0,2.4,1.8$ belong to the most $t_{2g}$-rich filling, so they are upper bounds; $c$ below comes from diagonalising over all determinants.

## Expansion

A correction needs the anharmonicity of $E_0$. Take the Born–Landé form, fixed by $R_s$, $K$ and the wall exponent $m$:
$$E_0=\frac{KR_s^2}{m-1}\Big[\frac{\rho^{-m}}{m}-\frac1\rho\Big],\qquad E_0'=\frac{KR_s}{m-1}\big[\rho^{-2}-\rho^{-m-1}\big].$$
With $\rho=1+u$, $\rho^{-2}=1-2u+3u^2$ and $\rho^{-m-1}=1-(m+1)u+\tfrac12(m+1)(m+2)u^2$. The difference is $(m-1)u-\tfrac12(m^2+3m-4)u^2$, and $m^2+3m-4=(m-1)(m+4)$, so $E_0'=KR_s[u-\tfrac12(m+4)u^2]$.

The ligand-field gradient is $de/dR=-c\,d\Delta/dR=+nc\Delta_0\rho^{-n-1}/R_s$; it is positive, so the bond shortens. With $\Delta-\Delta_0=-n\Delta_0u$, $c=c_0(1-n\gamma u)$, where $c_0=c(\Delta_0)$ and $\gamma=\Delta_0c'/c_0$. Dividing $E'=0$ by $KR_s$,
$$u-\tfrac12(m+4)u^2+\lambda\,[1-(n+1+n\gamma)u]=0,\qquad \lambda=\frac{nc_0\Delta_0}{KR_s^2}.$$
Insert $u=-\lambda+a_2\lambda^2$. Order $\lambda$ cancels, and order $\lambda^2$ reads $a_2-\tfrac12(m+4)+(n+1+n\gamma)=0$. Therefore
$$\delta R=-c_0L\,(1-a_2\lambda+\dots),\qquad L=\frac{n\Delta_0}{KR_s},\qquad a_2=\frac{m+4}{2}-(n+1)-n\gamma .$$
The hardening wall opposes the shortening; the growth of $\Delta$ and of $c$ assists it. For $n=5$, $\gamma=0$, $a_2=-0.5,\,0.5,\,2$ at $m=7,9,12$, against separate terms of size about 6. This near cancellation assumes a constant exponent: a local exponent $n+n_1u$ multiplies the ligand-field gradient by $1+(n_1/n)u$ and adds $n_1/n$ to $a_2$, about $3.7$ for the diffuse orbital above.

Keeping the feedback with a harmonic $E_0$ destroys this cancellation. For constant $c$ the condition becomes $u(1+u)^{n+1}=-\lambda$. The left side is stationary where $1+u+(n+1)u=0$, so no solution exists for $\lambda>(n+1)^{n+1}/(n+2)^{n+2}$, which is $6^6/7^7=0.057$ for $n=5$.

For $m=9$, $n=5$ and constant $c$, multiplying the unexpanded condition by $\rho^6$ gives $g\equiv(\rho^4-\rho^{-4})/8+\lambda=\tfrac14\sinh(4\ln\rho)+\lambda=0$, so
$$\rho=\exp\big[-\tfrac14\operatorname{arsinh}4\lambda\big].$$
From $\operatorname{arsinh}y=y-y^3/6$, $\ln\rho=-\lambda+\tfrac83\lambda^3$, and $\rho=1-\lambda+\tfrac12\lambda^2+(\tfrac83-\tfrac16)\lambda^3$. The linear estimate therefore exceeds the true shortening by the fraction $\tfrac12\lambda+\tfrac52\lambda^2$ of the linear value.

At $m=9$, $n=5$ curvature and energy do not share the cancellation. Since $E'=KR_s\rho^{-6}g$ and $g=0$ at the minimum, $E''=K\rho^{-6}\,dg/d\rho=K\rho^{-7}\cosh(4\ln\rho)$, that is
$$K_{\rm eff}=K\rho^{-7}\sqrt{1+16\lambda^2}\approx K(1+7\lambda).$$
The linear form is rough: at $\lambda=0.04$ it gives $1.28K$ against $1.34K$. The frequency of a stabilised ion measures $K_{\rm eff}$. The estimate built on $\Delta_0$ and $R_s$ needs $K$, which the frequency of an ion with $c=0$ (d$^0$, high-spin d$^5$, d$^{10}$) supplies if $K$ is taken independent of $N$, as in the example below. A measured splitting, however, belongs to the relaxed bond, where $\Delta/R=(\Delta_0/R_s)\rho^{-6}$. Paired with $K$ it gives a shortening $R_s\lambda\rho^{-6}\approx R_s\lambda(1+6\lambda)$, which is too large. Paired with $K_{\rm eff}$ it gives $nc\Delta/(K_{\rm eff}R)=R_s\lambda\rho/\sqrt{1+16\lambda^2}\approx R_s\lambda(1-\lambda)$, against the true $R_s\lambda(1-\tfrac12\lambda)$. Splitting, length and curvature must therefore be taken at the same geometry, all at $R_s$ or all at the relaxed bond. Integrating the expanded gradient, $E(u)-E(0)=KR_s^2[\tfrac12u^2-\tfrac16(m+4)u^3+\lambda u-\tfrac12\lambda(n+1+n\gamma)u^2]$. The leading part $\tfrac12u^2+\lambda u$ is stationary at $u=-\lambda$, so $a_2$ does not enter at third order, and
$$E_{\rm relax}=-\tfrac12KR_s^2\lambda^2\big[1+\big(n+1+n\gamma-\tfrac13(m+4)\big)\lambda\big],$$
with bracket $1+\tfrac53\lambda$ for $m=9$, $n=5$, $\gamma=0$.

## Worked example: the high-spin series

Take round parameters $R_s=4.0-0.04(N-5)$, $K=0.5$, $\Delta_0=0.05$, $B=0.004$, $C=0.016$, $n=5$, $m=9$. For ligands of 18 u this $K$ means $\omega=\sqrt{0.5/(6\cdot18\cdot1822.9)}=0.00159\,E_h$.

For d$^8$, $L=5(0.05)/(0.5\cdot3.88)=0.1289$, the linear shift is $-1.2L=-0.1546$, and $\lambda=0.1546/3.88=0.0399$. The corrections $\tfrac12\lambda=2.0\%$ and $\tfrac52\lambda^2=0.4\%$ of the linear value bring it to $-0.151\,a_0=-8.0$ pm. Meanwhile $K_{\rm eff}=0.669$; using it in place of $K$ while keeping $\Delta_0$ and $R_s$ would shrink the estimate by the factor $0.5/0.669=0.75$. With the relaxed $\Delta=1.22\Delta_0$ and $R=3.729$, $K_{\rm eff}$ gives $0.97$ of the full shift and $K$ gives $1.30$ of it.

For d$^2$ and d$^7$, $Q=0.09849$ and $c=0.3+0.086/0.19698=0.737$. Then $c'=72(0.004)^2/Q^3=1.206$, $n\gamma=0.25\cdot1.206/0.737=0.409$, and $a_2=0.091$.

The columns $\delta R$ (full) and $R$ come from root finding on $E'(R)$, with $e$ from diagonalisation; lengths are in $a_0$.

| $N$ | $c$ | $-cL$ | $\delta R$ (full) | $R$ |
|---|---|---|---|---|
| 0 | 0 | 0 | 0 | 4.200 |
| 1 | 0.4 | −0.0481 | −0.0478 | 4.112 |
| 2 | 0.737 | −0.0894 | −0.0891 | 4.031 |
| 3 | 1.2 | −0.1471 | −0.1440 | 3.936 |
| 4 | 0.6 | −0.0743 | −0.0735 | 3.967 |
| 5 | 0 | 0 | 0 | 4.000 |
| 6 | 0.4 | −0.0505 | −0.0502 | 3.910 |
| 7 | 0.737 | −0.0940 | −0.0936 | 3.826 |
| 8 | 1.2 | −0.1546 | −0.1510 | 3.729 |
| 9 | 0.6 | −0.0781 | −0.0773 | 3.763 |
| 10 | 0 | 0 | 0 | 3.800 |

The deviation $\delta R$ has its deepest points at d$^3$ and d$^8$, but minima of $R$ itself need more. Let $R_s$ fall by $s$ per electron. At leading order, with $L$ treated as constant, $R(4)-R(3)=-s-0.6L+1.2L$, and likewise for $R(9)-R(8)$. The steps into d$^3$ and d$^8$ go down, because $c$ rises there. At this order true minima thus require $s<0.6L$. Here $0.6L=0.074$ and $0.077$ exceed $s=0.04$, and the full rises are $0.030$ and $0.034$. Repeating the minimisation with $s=0.10$ gives a falling $R(N)$ with kinks and no minimum. The dips of 7.6 and 8.0 pm are of the order seen in tabulated radii of divalent ions, about 10 pm for V$^{2+}$ and 8 pm for Ni$^{2+}$ below a parabola through Ca, Mn and Zn, but they reflect the round parameters. That parabola falls by $0.058$ from d$^3$ to d$^4$ and by $0.028$ from d$^8$ to d$^9$; used as the shape of $R_s(N)$ with $R_s(5)=4.0$, it leaves a rise $R(4)-R(3)$ of only $0.011$ at $\Delta_0=0.05$ and no d$^3$ minimum at $\Delta_0=0.034$, while the d$^8$ minimum survives in both cases. The relaxed d$^8$ splitting here is $0.061\,E_h\approx13\,400$ cm$^{-1}$; lowering $\Delta_0$ to $0.034$, so that it matches the roughly $8500$ cm$^{-1}$ of the nickel aqua ion, gives 5.5 pm. Holding the attraction coefficient $KR_s^3/(m-1)$ at its d$^5$ value instead of fixing $K$ makes $K$ run from $0.43$ (d$^0$) to $0.58$ (d$^{10}$) and changes the dips to 8.1 and 7.3 pm.

## High spin against low spin

Both spin states share $E_0$, so at leading order $R_{HS}-R_{LS}=(c_{LS}-c_{HS})L$.

| $N$ | $c_{LS}$ | linear | full | full/pm |
|---|---|---|---|---|
| 4 | 1.507 | 0.112 | 0.110 | 5.8 |
| 5 | 1.847 | 0.231 | 0.227 | 12.0 |
| 6 | 2.297 | 0.240 | 0.229 | 12.1 |
| 7 | 1.710 | 0.124 | 0.120 | 6.3 |

The table is for $\Delta_0=0.05$, where all four relaxed low-spin states are excited, by $0.036$, $0.087$, $0.011$ and $0.016\,E_h$; at each ion's own relaxed crossover ($\Delta_0=0.076$, $0.081$, $0.054$, $0.061$) the full jumps are 8.9, 19.4, 13.0 and 7.6 pm. Pure counting gives $c_{LS}-c_{HS}=1,2,2,1$, the number of electrons moved from $e_g$ to $t_{2g}$, and for d$^6$ predicts $2(0.1263)=0.2525$. Mixing lowers this to $1.897(0.1263)=0.240$, a step of the same size as the nonlinear one to $0.229$. For low-spin d$^6$, $a_2=0.30$ (with $c'$ by finite difference) and $\lambda=2.297\cdot0.1263/3.96=0.073$. This exceeds $0.057$: a harmonic baseline with feedback has no minimum for this state, while the linear value of $R_{HS}-R_{LS}$ lies $0.010/0.229\approx4.5\%$ above the full one.

At $\Delta_0=0.05$ the relaxed d$^6$ low-spin state lies $0.011\,E_h$ above high spin. Root finding in $\Delta_0$ puts the crossover at $0.0681$ with both bonds frozen at $R_s$, and at $0.0538$ with each state relaxed. There $L=0.1358$ and $c_{LS}=2.304$, so $\lambda=0.0790$ and the leading relaxation energy is $-\tfrac12(0.5)(3.96)^2(0.0790)^2=-0.0245$. The factor $1+\tfrac53\lambda=1.13$, without the small $\gamma$ term, gives $-0.028$; the full values are $-0.0282$ for low spin and $-0.0008$ for high spin. The frozen gap falls with slope $c_{LS}-c_{HS}\approx1.90$, so the net gain moves the crossover by $0.0274/1.90=0.0144$, against the computed $0.0143$.

At the relaxed crossover the linear jump is $(2.304-0.400)(0.1358)=0.2585\,a_0=13.7$ pm, and the full one is $3.9061-3.6601=0.2460\,a_0=13.0$ pm. The splitting grows by $(3.9061/3.6601)^5=1.38$, and the curvatures $0.551$ and $0.901$ give $\omega_{LS}/\omega_{HS}=\sqrt{0.901/0.551}=1.28$. Iron(II) complexes with nitrogen donors show roughly 20 pm. A 5% nonlinear correction of the opposite sign cannot close that gap. The linear estimate of the jump is proportional to $n\Delta_0/K$, but the crossover value of $\Delta_0$ and the nonlinear correction themselves change with $n$ and $K$, so the full jump does not scale this simply. It is a conjecture that a larger effective $n$, a softer $K$, or $B$ and $C$ falling as the bond shortens accounts for it.

In this model, then, the linear formula with the mixed $c$ and with $\Delta_0$, $R_s$ and $K$ all taken at the spherical-ion geometry serves for lengths while $|a_2|\lambda\ll1$ and the next relative correction, $\tfrac52\lambda^2$ for $m=9$, $n=5$ and constant $c$, is small as well. It degrades for walls far from $m=2n-2$, where $a_2(\gamma{=}0)$ vanishes for the $1/R$ attraction assumed here (an attraction $\propto R^{-p}$ replaces $m+4$ by $m+p+3$, and neither exponent has been fitted to a real complex), and fails at a level crossing, where $c$ jumps. The correction to the relaxation energy has the coefficient $n+1+n\gamma-\tfrac13(m+4)$, which for $\gamma=0$ vanishes at $m=3n-1$ instead; at $m=9$, $n=5$ its $\gamma=0$ part changes the low-spin d$^6$ relaxation energy by 13%, and the full value $-0.0282$ lies 15% beyond the leading $-0.0245$, so there the spin-state energies need it.
